# Path-length straggling for power-law nuclear scattering with m = 1/2: a program that tests the result

```python
"""Path-length straggling for power-law nuclear scattering with m = 1/2.

Result under test: for dsigma = C E^(-1/2) T^(-3/2) dT, 0 < T < gamma E,
small-loss theory gives Var(s)/<s>^2 = gamma/6, while the full transport
equation gives gamma/(6 - gamma).
E: ion energy, T: energy transfer, s: path length to rest,
gamma = 4 M1 M2/(M1 + M2)^2, N: atomic density,
S and W: first and second moments of T over dsigma.
Example: arsenic into amorphous silicon. Units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.linalg import expm

# ---------------- inputs of the example ----------------
Z1, M1 = 33, 74.92            # arsenic, mass in u
Z2, M2 = 14, 28.09            # silicon, mass in u
density = 49.0                # atoms per nm^3, rough value for amorphous Si
E0 = 1.0e5                    # eV
reduced_stopping = 0.327      # Thomas-Fermi scaling constant for m = 1/2

bohr = const.physical_constants["Bohr radius"][0] * 1e9
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
gamma = 4 * M1 * M2 / (M1 + M2)**2
screening = 0.8853 * bohr / np.sqrt(Z1**(2/3) + Z2**(2/3))
eps_per_eV = screening * M2 / (Z1 * Z2 * coulomb * (M1 + M2))
eps0 = eps_per_eV * E0
C = (np.pi * screening**2 * reduced_stopping * np.sqrt(gamma)
     / (2 * eps_per_eV))      # eV nm^2

# ---------------- moments directly from the cross section ----------------
def loss_moment(E, power):
    def integrand(T):
        return T**power * C * E**-0.5 * T**-1.5
    return quad(integrand, 0, gamma * E, epsabs=0, epsrel=1e-8)[0]

S = 2 * C * np.sqrt(gamma)
W0 = gamma * E0 * S / 3
for energy in (E0, E0 / 10):
    assert abs(loss_moment(energy, 1) / S - 1) < 1e-6
    assert abs(loss_moment(energy, 2) / (gamma * energy * S / 3) - 1) < 1e-6

mean_path = E0 / (density * S)
var_small = quad(lambda E: density * loss_moment(E, 2)
                 / (density * loss_moment(E, 1))**3, 0, E0,
                 epsabs=0, epsrel=1e-7)[0]
rel_small = var_small / mean_path**2
assert abs(rel_small / (gamma / 6) - 1) < 1e-5
rel_full = gamma / (6 - gamma)

# ---------------- variance identity on a discrete energy ladder ----------
rng = np.random.default_rng(7)
levels = 6
rates = np.zeros((levels + 1, levels + 1))   # level 0 is the state of rest
for i in range(1, levels + 1):
    rates[i, :i] = rng.uniform(0.5, 1.5, i)
generator = rates[1:, 1:] - np.diag(rates[1:].sum(axis=1))
h, steps = 0.01, 6000
propagator = expm(generator * h)
survival = np.ones((steps + 1, levels))
for k in range(steps):
    survival[k + 1] = propagator @ survival[k]
path = h * np.arange(steps + 1)
ladder_mean = np.r_[0, simpson(survival, x=path, axis=0)]
second = np.r_[0, simpson(2 * path[:, None] * survival, x=path, axis=0)]
ladder_var = second - ladder_mean**2
for i in range(1, levels + 1):
    left = np.sum(rates[i] * (ladder_var[i] - ladder_var))
    right = np.sum(rates[i] * (ladder_mean[i] - ladder_mean)**2)
    assert abs(left / right - 1) < 1e-5

# ---------------- collision-by-collision simulation ----------------
def rotate(eta, cosine, azimuth):
    sines = np.sqrt(np.maximum(0, (1 - eta**2) * (1 - cosine**2)))
    return np.clip(eta * cosine + sines * np.cos(azimuth), -1, 1)

def simulate(ratio, ions, seed):
    """ratio = M1/M2; start energy 1 and N*C = 1.
    Transfers below a small cut act as steady loss and weak deflection."""
    random = np.random.default_rng(seed)
    g = 4 * ratio / (1 + ratio)**2
    cut = 3e-3 * g
    hard_rate = 2 * (cut**-0.5 - g**-0.5)
    soft = 2 * np.sqrt(cut)
    E, eta = np.ones(ions), np.ones(ions)
    s, z = np.zeros(ions), np.zeros(ions)
    crossed = np.zeros(ions, dtype=bool)
    while E.mean() > 1e-4:
        # clock u with ds = E du makes the collision rate constant
        u = random.exponential(1 / hard_rate, ions)
        decay = np.exp(-soft * u)
        ds = E * (1 - decay) / soft
        s += ds
        z += eta * ds
        crossed |= z < 0
        E *= decay
        eta = rotate(eta, np.cos(np.sqrt(soft * u / ratio)),
                     2 * np.pi * random.random(ions))
        x = (cut**-0.5 - random.random(ions) * hard_rate / 2)**-2
        cos_cm = 1 - 2 * x / g
        speed2 = ratio**2 + 2 * ratio * cos_cm + 1
        cos_lab = (ratio + cos_cm) / np.sqrt(speed2)
        E *= speed2 / (1 + ratio)**2
        eta = rotate(eta, cos_lab, 2 * np.pi * random.random(ions))
    return s, z, crossed.mean()

ions = 40000
s, z, crossed = simulate(M1 / M2, ions, 11)
rel_mc = s.var() / s.mean()**2
assert abs(s.mean() * 2 * np.sqrt(gamma) - 1) < 0.01
# sampling error of a variance is just under one per cent here
assert abs(rel_mc / rel_full - 1) < 0.035
assert abs(rel_mc / (gamma / 6) - 1) > 0.08

heavy_ratio = 10.0
gamma_heavy = 4 * heavy_ratio / (1 + heavy_ratio)**2
s_heavy = simulate(heavy_ratio, ions, 12)[0]
rel_mc_heavy = s_heavy.var() / s_heavy.mean()**2
rel_full_heavy = gamma_heavy / (6 - gamma_heavy)
assert abs(rel_mc_heavy / rel_full_heavy - 1) < 0.035

# ---------------- depth moments in an infinite medium ----------------
mu = M2 / M1
def cos_deflection(x):
    return (1 - (1 + mu) * x / 2) / np.sqrt(1 - x)

def weighted(function):
    """Integral of function(x) x^(-3/2) over 0 < x < gamma, with x = y^2."""
    return quad(lambda y: 2 * function(y * y) / y**2, 0, np.sqrt(gamma),
                epsabs=1e-9, epsrel=1e-8)[0]

p = 1 / weighted(lambda x: 1 - (1 - x) * cos_deflection(x))
a0 = 2 * p / 3 / weighted(lambda x: 1 - (1 - x)**2)
a2 = 4 * p / 3 / weighted(
    lambda x: 1 - (1 - x)**2 * (3 * cos_deflection(x)**2 - 1) / 2)
depth_ratio = p * 2 * np.sqrt(gamma)
depth_mean = depth_ratio * mean_path
depth_rel_var = (a0 + a2) / p**2 - 1
assert abs(z.mean() / p - 1) < 0.015
assert abs(z.var() / z.mean()**2 / depth_rel_var - 1) < 0.05

# ---------------- screened scattering and electronic stopping ------------
def screened(x):
    lam = 1.309
    return lam * x**(1/3) * (1 + (2 * lam * x**(4/3))**(2/3))**-1.5

def flat(x):
    return reduced_stopping * np.ones_like(x)

assert abs(screened(1e4) * 2e4 - 1) < 1e-3   # Rutherford limit 1/(2x)

electronic_factor = (Z1**(1/6) * 8 * np.pi * coulomb * bohr * Z1 * Z2
                     / (Z1**(2/3) + Z2**(2/3))**1.5)
def electronic(E):
    mass_ratio = const.m_e / (M1 * const.atomic_mass)
    return electronic_factor * np.sqrt(E / rydberg * mass_ratio)

def small_loss(scattering, friction):
    """Mean path, relative variance and nuclear stopping at E0."""
    eps = np.geomspace(1e-6 * eps0, eps0, 6000)
    f = scattering(eps)
    first = cumulative_trapezoid(f, eps, initial=0) + f[0] * eps[0]
    third = (cumulative_trapezoid(f * eps**2, eps, initial=0)
             + f[0] * eps[0]**3 / 3)
    E = eps / eps_per_eV
    area = np.pi * screening**2
    nuclear = area * gamma * E * first / eps**2
    spread = area * (gamma * E)**2 * third / eps**4
    total = nuclear + friction * electronic(E)
    mean = np.trapezoid(1 / (density * total), E) if hasattr(
        np, "trapezoid") else np.trapz(1 / (density * total), E)
    variance = simpson(density * spread / (density * total)**3, x=E)
    return mean, variance / mean**2, nuclear[-1]

flat_mean, flat_rel, flat_S = small_loss(flat, 0)
assert abs(flat_mean / mean_path - 1) < 1e-4
assert abs(flat_rel / (gamma / 6) - 1) < 1e-4
assert abs(flat_S / S - 1) < 1e-4
scr_mean, scr_rel, scr_S = small_loss(screened, 0)
all_mean, all_rel, _ = small_loss(screened, 1)

def local_m(x):
    d = 1e-4
    slope = np.log(screened(x * (1 + d)) / screened(x * (1 - d))) / (2 * d)
    return (1 - slope) / 2

# ---------------- printed numbers ----------------
print("INPUTS: As into amorphous Si")
print(f"Atomic numbers Z1, Z2: {Z1}, {Z2}")
print(f"Masses M1, M2: {M1}, {M2} u")
print(f"Ion energy: {E0:.0f} eV")
print(f"Atomic density (rough): {density:.1f} nm^-3")
print(f"Reduced stopping for m=1/2: {reduced_stopping}")
print("POWER LAW")
print(f"gamma: {gamma:.4f}")
print(f"Screening length: {screening:.5f} nm")
print(f"Reduced energy at E0: {eps0:.3f}")
print(f"C: {C:.3f} eV nm^2")
print(f"Stopping cross section S: {S:.3f} eV nm^2")
print(f"Second moment W at E0: {W0:.4e} eV^2 nm^2")
print(f"Stopping power N S: {density*S:.1f} eV/nm")
print(f"Mean path: {mean_path:.2f} nm")
print(f"Small-loss relative variance, integrated: {rel_small:.5f}")
print(f"gamma/6: {gamma/6:.5f}")
print(f"Small-loss relative std: {np.sqrt(rel_small):.4f}")
print(f"Small-loss path std: {mean_path*np.sqrt(rel_small):.2f} nm")
print("FULL TRANSPORT, SAME POWER LAW")
print(f"gamma/(6-gamma): {rel_full:.5f}")
print(f"Full path std: {mean_path*np.sqrt(rel_full):.2f} nm")
print(f"Small-loss/full variance: {gamma/6/rel_full:.4f}")
print(f"Simulated ions per case: {ions}")
print(f"Simulated relative variance: {rel_mc:.5f}")
print(f"Second case, M1/M2: {heavy_ratio:.0f}")
print(f"Second case, gamma: {gamma_heavy:.4f}")
print(f"Second case, gamma/6: {gamma_heavy/6:.5f}")
print(f"Second case, gamma/(6-gamma): {rel_full_heavy:.5f}")
print(f"Second case, simulated: {rel_mc_heavy:.5f}")
print("DEFLECTION, SAME POWER LAW")
print(f"Mean depth/mean path: {depth_ratio:.4f}")
print(f"Mean depth: {depth_mean:.2f} nm")
print(f"Depth relative variance: {depth_rel_var:.4f}")
print(f"Depth std: {depth_mean*np.sqrt(depth_rel_var):.2f} nm")
print(f"Simulated mean depth/mean path: {z.mean()/s.mean():.4f}")
print(f"Simulated depth rel. variance: {z.var()/z.mean()**2:.4f}")
print(f"Ions crossing surface plane: {100*crossed:.2f} percent")
print("OTHER NEGLECTED EFFECTS, SMALL-LOSS ESTIMATES")
print(f"Local m at reduced energy {eps0:.3f}: {local_m(eps0):.3f}")
print(f"Local m at reduced energy {eps0/10:.4f}: {local_m(eps0/10):.3f}")
print(f"Screened nuclear S at E0: {scr_S:.3f} eV nm^2")
print(f"Electronic S at E0: {electronic(E0):.3f} eV nm^2")
print(f"Electronic/screened nuclear S: {electronic(E0)/scr_S:.3f}")
print(f"Screened: mean path: {scr_mean:.2f} nm")
print(f"Screened: relative variance: {scr_rel:.5f}")
print(f"Screened + electronic: mean path: {all_mean:.2f} nm")
print(f"Screened + electronic: relative variance: {all_rel:.5f}")
print(f"Screened + electronic: std: {all_mean*np.sqrt(all_rel):.2f} nm")
print("finished without a failed check")
```

Running it gives:

```
INPUTS: As into amorphous Si
Atomic numbers Z1, Z2: 33, 14
Masses M1, M2: 74.92, 28.09 u
Ion energy: 100000 eV
Atomic density (rough): 49.0 nm^-3
Reduced stopping for m=1/2: 0.327
POWER LAW
gamma: 0.7933
Screening length: 0.01168 nm
Reduced energy at E0: 0.479
C: 13.033 eV nm^2
Stopping cross section S: 23.216 eV nm^2
Second moment W at E0: 6.1393e+05 eV^2 nm^2
Stopping power N S: 1137.6 eV/nm
Mean path: 87.91 nm
Small-loss relative variance, integrated: 0.13222
gamma/6: 0.13222
Small-loss relative std: 0.3636
Small-loss path std: 31.96 nm
FULL TRANSPORT, SAME POWER LAW
gamma/(6-gamma): 0.15237
Full path std: 34.31 nm
Small-loss/full variance: 0.8678
Simulated ions per case: 40000
Simulated relative variance: 0.15330
Second case, M1/M2: 10
Second case, gamma: 0.3306
Second case, gamma/6: 0.05510
Second case, gamma/(6-gamma): 0.05831
Second case, simulated: 0.05832
DEFLECTION, SAME POWER LAW
Mean depth/mean path: 0.8876
Mean depth: 78.03 nm
Depth relative variance: 0.1651
Depth std: 31.71 nm
Simulated mean depth/mean path: 0.8881
Simulated depth rel. variance: 0.1661
Ions crossing surface plane: 0.00 percent
OTHER NEGLECTED EFFECTS, SMALL-LOSS ESTIMATES
Local m at reduced energy 0.479: 0.664
Local m at reduced energy 0.0479: 0.409
Screened nuclear S at E0: 28.689 eV nm^2
Electronic S at E0: 5.692 eV nm^2
Electronic/screened nuclear S: 0.198
Screened: mean path: 77.68 nm
Screened: relative variance: 0.11562
Screened + electronic: mean path: 68.96 nm
Screened + electronic: relative variance: 0.09596
Screened + electronic: std: 21.36 nm
finished without a failed check
```
